# Coupling of Orthogonal p-Orbital Chains by One Tilted Contact

## The situation

In a simple cubic arrangement of chalcogenide atoms, each atom has valence orbitals $p_x$, $p_y$ and $p_z$ pointing along its contacts. With end-to-end coupling between nearest neighbours alone, the $p_x$ orbitals form chains along $x$ and the $p_y$ orbitals form chains along $y$. The question concerns what happens when one contact leaves its cubic direction.

Use a one-electron Hamiltonian $H$ with real, orthonormal orbitals. All atoms use the same fixed axes and signs: the positive lobe of $p_x$ points towards $+x$ everywhere. Atoms A and B are a distance $a$ apart, and $\mathbf n$ is the unit vector from A to B. In the two-centre approximation, the matrix element between them depends only on the potentials of these two atoms. Define

- $V_\sigma$: the element between two p orbitals that both point along $\mathbf n$;
- $V_\pi$: the element between two parallel p orbitals that are perpendicular to $\mathbf n$.

For numbers, take $a=0.30$ nm, $V_\sigma=2.0$ eV, $V_\pi=-0.5$ eV and a tilt of $2^\circ$. These are rough values in the regime of crystalline Ge–Sb–Te memory alloys. Angles in formulas are in radians.

## Part (a): the rule for a general direction

**Question.** Find $H_{ij}=\langle p_{i,A}|H|p_{j,B}\rangle$ for any $\mathbf n$, with $i,j=x,y,z$. Explain the signs of $V_\sigma$ and $V_\pi$, and show that the $p_x$ and $p_y$ chains are uncoupled in the cubic arrangement.

**Model answer.** Choose unit vectors $\mathbf e_1,\mathbf e_2$ that form an orthonormal set with $\mathbf n$. A p orbital transforms as a vector, so

$$p_i=n_i\,p_n+e_{1i}\,p_1+e_{2i}\,p_2 .$$

The two-atom system is symmetric under reflection in any plane containing $\mathbf n$. The reflection that reverses $\mathbf e_1$ changes the sign of $p_1$ but leaves $p_n$ and $p_2$ alone. An element between $p_1$ and either of these must therefore equal its own negative, so it is zero. The same argument removes the elements between $p_2$ and $p_n$. A rotation by $90^\circ$ about $\mathbf n$ turns $p_1$ into $p_2$, so their diagonal elements are equal. Three terms survive:

$$H_{ij}=V_\sigma n_in_j+V_\pi(e_{1i}e_{1j}+e_{2i}e_{2j}).$$

Because the three vectors form a complete orthonormal set, $n_in_j+e_{1i}e_{1j}+e_{2i}e_{2j}=\delta_{ij}$. Eliminating the bracket gives the Slater–Koster rule

$$H_{ij}=V_\pi\delta_{ij}+(V_\sigma-V_\pi)\,n_in_j. \qquad (1)$$

The signs follow from the lobes. Two $p_x$ orbitals on an $x$ contact face each other with lobes of opposite sign, so their product is negative in the region between the atoms. The attractive potential is negative too, and where this region dominates, $V_\sigma>0$. Two parallel $p_y$ orbitals have a positive product on both sides of the axis, which gives $V_\pi<0$.

For a contact along $x$, $\mathbf n=(1,0,0)$ and $n_xn_y=0$. For one along $y$ or $z$, the product is also zero. Hence no nearest-neighbour element joins $p_x$ to $p_y$. "Orthogonal chains" has this limited meaning here; part (e) considers couplings outside the model.

Equation (1) was tested by direct integration for p-type Gaussians with exponents 0.12 and 0.15 bohr$^{-2}$, on nuclei of charge 1 and 3 respectively, 5.669 bohr apart. The operator contained the kinetic energy and both nuclear attractions. The straight contact gave 0.4159 hartree for the σ element and $-0.1265$ hartree for the π element, with the expected signs. The kinetic term opposes the potential term in both ($-0.084$ against $+0.500$ hartree for σ, $+0.006$ against $-0.132$ hartree for π), so the lobe argument holds here because the potential term is the larger one. The full $3\times3$ blocks at tilts of $-25^\circ$, $2^\circ$, $10^\circ$ and $40^\circ$ agreed with (1) within a tolerance of $10^{-9}$ hartree plus $10^{-5}$ of the element's size. These Gaussians overlap, unlike the orthonormal orbitals of the model. They therefore test the geometry, not the size of the integrals, and they do not represent the alloy.

## Part (b): tilting the contact

**Question.** Rotate the contact by a small angle $\theta$ from $x$ towards $y$, keeping its length and the orbital axes fixed. Find the coupling between $p_x$ on one atom and $p_y$ on the other to leading order. Find also the next correction and the changes in the other elements, then evaluate the coupling.

**Model answer.** The new direction is $\mathbf n=(\cos\theta,\sin\theta,0)$. Since $i\ne j$, the first term of (1) vanishes, leaving

$$t(\theta)\equiv H_{xy}=(V_\sigma-V_\pi)\sin\theta\cos\theta. \qquad (2)$$

The rule is symmetric in $i$ and $j$, so $H_{yx}=H_{xy}$: the coupling of $p_y$ on A to $p_x$ on B has the same size and sign. Exchanging the atoms changes $\mathbf n$ to $-\mathbf n$, which leaves $n_xn_y$ unchanged.

To expand (2), write $\sin\theta\cos\theta=\tfrac12\sin2\theta$ and use $\sin z=z-z^3/6+\dots$ with $z=2\theta$:

$$\tfrac12\sin2\theta=\tfrac12\left(2\theta-\frac{8\theta^3}{6}+\dots\right)=\theta-\frac{2\theta^3}{3}+\dots$$

The required linear coupling is therefore

$$\boxed{t\simeq(V_\sigma-V_\pi)\,\theta}. \qquad (3)$$

The minus sign has a direct geometric origin. Let $p_n$ point along the tilted contact and $p_1$ perpendicular to it in the $xy$ plane. Then

$$p_x=\cos\theta\,p_n-\sin\theta\,p_1,\qquad p_y=\sin\theta\,p_n+\cos\theta\,p_1 .$$

The σ path contributes $\cos\theta\sin\theta\,V_\sigma$, while the π path contributes $-\sin\theta\cos\theta\,V_\pi$. Since $V_\pi$ is negative, both contributions are positive for $\theta>0$, and the two strengths add. If $V_\sigma$ and $V_\pi$ were equal, block (1) would be the same in every direction and tilting would create no coupling.

The diagonal elements are

$$H_{xx}=V_\pi+(V_\sigma-V_\pi)\cos^2\theta=V_\sigma-(V_\sigma-V_\pi)\sin^2\theta,$$

$$H_{yy}=V_\pi+(V_\sigma-V_\pi)\sin^2\theta .$$

They change at order $\theta^2$. Because $n_z=0$, $p_z$ remains uncoupled from $p_x$ and $p_y$, and $H_{zz}=V_\pi$.

For the example, $\theta=2\pi/180=0.03491$ and $V_\sigma-V_\pi=2.0-(-0.5)=2.5$ eV. Hence

$$t\simeq2.5\ \text{eV}\times0.03491=87.3\ \text{meV}.$$

The full expression gives 87.2 meV. Relative to this, the linear law is too large by about $2\theta^2/3=0.08\%$. The diagonal elements change by only $\mp3.0$ meV. At $8^\circ$ the linear and full couplings are 349.07 and 344.55 meV, a difference of 1.3% of the full value. The small-angle expansion is therefore not the main limitation of the model at such tilts.

## Part (c): moving an atom instead of rotating a contact

**Question.** Atom B is shifted by $u$ along $y$, while its separation from A along $x$ stays equal to $a$. Show whether the change in contact length alters the linear coupling. Then consider an atom C in the middle of a straight chain L–C–R along $x$, and find what its shift does to the two contacts.

**Model answer.** The contact length becomes $r=\sqrt{a^2+u^2}$, with $n_x=a/r$ and $n_y=u/r$. Let $D(r)=V_\sigma(r)-V_\pi(r)$. Then

$$H_{xy}=D(r)\frac{au}{r^2}.$$

The length is $r=a+u^2/(2a)+\dots$, so both $D(r)$ and $1/r^2$ differ from their values at $r=a$ by order $u^2$. Multiplication by the factor $u$ already present turns these changes into order $u^3$:

$$H_{xy}=D(a)\frac{u}{a}+O(u^3),\qquad \left.\frac{dH_{xy}}{du}\right|_{u=0}=\frac{V_\sigma-V_\pi}{a}. \qquad (4)$$

The linear coefficient needs no distance law for the integrals. For the Gaussians of part (a), (4) gives 0.0956746 hartree/bohr; a central finite difference of the directly integrated element gives 0.0956744 hartree/bohr.

For the middle atom, the vector from L to C is $(a,u,0)$, but the vector from C to R is $(a,-u,0)$. Therefore

$$\langle p_{x,L}|H|p_{y,C}\rangle=+\frac{Du}{a},\qquad
\langle p_{x,R}|H|p_{y,C}\rangle=-\frac{Du}{a}.$$

A chain state with $p_x$ amplitudes $c_L$ and $c_R$ couples to $p_y$ on C through $(c_L-c_R)Du/a$. Equal amplitudes cancel, whereas opposite amplitudes add. Moving one interior atom is thus a different problem from tilting one contact. To tilt a single contact, everything on one side of it must move as a rigid unit, as in the next part. This is possible in an open chain or a branched cluster. In a crystal the contacts close into rings, so one contact cannot tilt without changing others.

## Part (d): from coupling to energy levels

**Question.** A row of four atoms along $x$ ends at A. The next site, B, is the middle atom of a five-atom column along $y$. The whole column is moved rigidly so that only contact A–B tilts by $\theta$. Consider the highest $p_x$ level and the highest $p_y$ level. Find their separation after the tilt, decide when it is linear in $\theta$, and interpret the numerical result.

**Model answer.** Before the tilt, let the levels be $E_x$ and $E_y$, with real normalized states

$$\psi_x=\sum_i c_i\,p_{x,i},\qquad \psi_y=\sum_j d_j\,p_{y,j}.$$

Two new elements connect the sectors, $p_{x,A}$–$p_{y,B}$ and $p_{x,B}$–$p_{y,A}$, both equal to $t$. Therefore

$$W=\langle\psi_x|H|\psi_y\rangle=t\,(c_Ad_B+c_Bd_A).$$

Neglect the second-order diagonal changes and all more distant levels. The two-level matrix is

$$\begin{pmatrix}E_x&W\\W&E_y\end{pmatrix},$$

and its characteristic equation is $(E-E_x)(E-E_y)-W^2=0$. With $g=|E_x-E_y|$, the solutions are

$$E_\pm=\frac{E_x+E_y}{2}\pm\frac12\sqrt{g^2+4W^2}.$$

Their separation is

$$S=\sqrt{g^2+4W^2}. \qquad (5)$$

If $|W|\gg g$, then $S\simeq2|W|$, which is linear in $|\theta|$. If $|W|\ll g$, expansion of the square root gives $S\simeq g+2W^2/g$: the increase starts at order $\theta^2$. At that order the neglected terms can matter as well, so (5) alone then need not give the full coefficient. A linear matrix element is not the same thing as a linear energy shift.

**A limit that can be solved by hand.** Set $V_\pi=0$. The row together with B is a five-site σ chain of $p_x$ orbitals, and the column is an identical chain of $p_y$ orbitals. Its amplitudes obey

$$Ec_m=V_\sigma(c_{m-1}+c_{m+1}),\qquad c_0=c_6=0.$$

The solution without sign changes is $c_m=N\sin(m\pi/6)$. Using $\sin(\alpha-\beta)+\sin(\alpha+\beta)=2\sin\alpha\cos\beta$ gives

$$E=2V_\sigma\cos(\pi/6)=\sqrt3\,V_\sigma=3.46\ \text{eV}.$$

The squared sines sum to $\tfrac14+\tfrac34+1+\tfrac34+\tfrac14=3$, so $N=1/\sqrt3$. Atom A is site 4 of the $p_x$ chain and B is site 5; B is site 3 of the $p_y$ chain. Thus $c_A=\tfrac12$, $c_B=1/(2\sqrt3)$ and $d_B=1/\sqrt3$, while $d_A=0$. The levels are degenerate, and $t=V_\sigma\theta$ in this limit, so

$$S\simeq2|W|=\frac{V_\sigma|\theta|}{\sqrt3}=40\ \text{meV}.$$

**The effect of $V_\pi$.** Restoring $V_\pi$ opens a small gap before any tilt. The $p_x$ orbital of B has π contacts to two column atoms. The $p_y$ orbital of B has one π contact to A. These side orbitals have energies near zero, so second-order perturbation theory raises the two highest levels by approximately

$$\Delta E_x\simeq\frac{2c_B^2V_\pi^2}{E}=\frac{2(1/12)(0.25)}{3.46}\ \text{eV}=12\ \text{meV},$$

$$\Delta E_y\simeq\frac{d_B^2V_\pi^2}{E}=\frac{(1/3)(0.25)}{3.46}\ \text{eV}=24\ \text{meV}.$$

The estimated gap is 12 meV. Diagonalization of the untilted junction gives $E_x=3.477$ eV, $E_y=3.489$ eV and $g=11.8$ meV, in agreement with this explanation.

At $2^\circ$, the computed amplitudes give $|W|=23.3$ meV. Equation (5) then yields

$$S=\sqrt{11.8^2+4(23.3)^2}\ \text{meV}=48.1\ \text{meV}.$$

Diagonalization of the complete tilted junction gives 48.2 meV. The separation has grown about fourfold from its untilted value. The upper state, which was purely $p_y$ before the tilt, now has a $p_x$ weight of 0.37. A coupling small compared with $V_\sigma$ mixes these states strongly because their original gap is smaller still. That small gap comes from the choice of two five-site chains. With three row atoms instead of four, the gap is 230 meV before the tilt and only 237 meV after it.

**Unlike atoms.** Suppose that the on-site p energies alternate by 2.0 eV, with B on the lower-energy species. The five-site $p_x$ and $p_y$ chains have the same sequence of energies, so their highest levels remain close. The calculation gives $g=11.4$ meV, $|W|=22.4$ meV and a diagonalized separation of 46.3 meV. By contrast, two isolated orbitals 2.0 eV apart, coupled by $t=0.0873$ eV, would shift by only about $t^2/(2.0\ \text{eV})=3.8$ meV each. The relevant gap is that between the chain states, not simply the difference between atomic energies.

**Reversing the tilt.** Equation (2) changes sign with $\theta$, but the diagonal elements do not. Changing the sign of every $p_y$ basis orbital restores the original sign of the coupling and leaves all elements within each sector unchanged. The spectra at $+\theta$ and $-\theta$ are therefore identical for this junction. This does not make relative signs irrelevant: part (c) shows that two tilted contacts can interfere.

## Part (e): what the result means in a real alloy

**Question.** Estimate the main effects omitted from the model, and state what the value found in part (b) can and cannot represent. Use an s–p integral of 1.5 eV, an s–p energy gap of 9.0 eV, a hopping decay length of 0.05 nm and an atomic spin-orbit splitting of 0.8 eV. For thermal motion, use an atomic mass of 120 u and a phonon energy of 10 meV at 300 K. All these inputs are rough.

**Model answer.**

*The neighbour's s orbital.* On the tilted contact, $p_x$ and $p_y$ of A couple to the s orbital of B with strengths $V_{sp}\cos\theta$ and $V_{sp}\sin\theta$. The s level lies $\Delta_{sp}$ below the p level. Second-order elimination of it creates an on-site coupling

$$\frac{V_{sp}^2\sin\theta\cos\theta}{\Delta_{sp}}\simeq\frac{(1.5)^2(0.0349)}{9.0}\ \text{eV}=8.7\ \text{meV}.$$

Diagonalization of the three-orbital problem gives 8.5 meV. This on-site term is also linear in $\theta$, but is about one tenth of $t$. The same s orbital has a larger effect between different atoms. It joins $p_x$ on A to $p_y$ on an atom next to B along $y$, with a strength of about $V_{sp}^2/\Delta_{sp}=250$ meV even at zero tilt, for states near the atomic p energy. At the top levels of part (d), near 3.48 eV, the larger energy denominator reduces this to about 180 meV. The atoms on the two sides of B give opposite signs, so these contributions cancel at zero tilt for the symmetric column state of part (d). For a general state they need not cancel.

*Second neighbours.* For $\mathbf n=(1,1,0)/\sqrt2$, equation (1) gives $H_{xy}=(V_\sigma'-V_\pi')/2$, where primes denote integrals at distance $\sqrt2\,a$. If both integrals decay exponentially, they are reduced by

$$\exp[-(\sqrt2-1)(0.30)/0.05]=0.083.$$

The coupling is then $0.083\times2.5/2$ eV, or about 104 meV, already at zero tilt. It depends strongly on the assumed decay length: 0.04 nm would give 56 meV, and 0.06 nm would give 158 meV. The assumed value is probably too short. A local-density estimate for an isolated Te pair, with superposed atomic densities and orthogonalized valence s and p orbitals, gives $V_\sigma\approx2.0$–$2.1$ eV and $V_\pi\approx-0.6$ eV at 0.30 nm, but a decay length near 0.08 nm and a coupling near 290 meV at $\sqrt2\,a$; the atoms in between would modify this value in a crystal. In the junction of part (d), the second-neighbour terms do not mix the two top states at zero tilt, by mirror symmetry, but with the 0.05 nm decay length they lower the separation at $2^\circ$ from 48 to 32 meV.

*Spin-orbit coupling.* For $\lambda\mathbf L\cdot\mathbf S$ in a p shell, the levels are $\lambda/2$ for $j=3/2$ and $-\lambda$ for $j=1/2$, so the splitting is $3\lambda/2$. The element between $p_x$ and $p_y$ of equal spin has magnitude $\lambda/2$, one third of the splitting: 267 meV. It is imaginary and acts on one atom, whereas $t$ is real and joins two atoms. Their magnitudes must not simply be added.

*Temperature.* For a harmonic oscillator of mass $M$ and frequency $\omega$, the mean square displacement in one direction is

$$\langle u^2\rangle=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

The inputs give an rms displacement of 0.0095 nm. For two uncorrelated atoms the relative displacement is larger by $\sqrt2$, and division by $a$ gives an rms tilt of $2.6^\circ$. The corresponding rms coupling is 113 meV, larger than the static value. Correlated motion of neighbours would change this estimate.

*Other atoms.* A charge off the contact axis breaks the reflection symmetry used in part (a). If the surroundings keep the mirror plane $y\to-y$, the $p_x$–$p_y$ element on an $x$ contact still vanishes at zero tilt, because only $p_y$ changes sign. A tilt destroys that protection, so the surroundings may also alter the linear coefficient. This contribution has not been estimated.

*Comparison with the material.* A contact near 0.3 nm and p–p integrals of this order are reasonable for crystalline Ge–Sb–Te, and tilts of a few degrees are plausible. Real distorted alloys, however, have shorter and longer contacts instead of one common length. With the assumed decay length, shortening the contact by 0.02 nm would multiply the integrals by $e^{0.02/0.05}\simeq1.5$ and raise $t$ from 87 to about 130 meV. A slower decay gives less: a decay length of 0.08 nm gives a factor of 1.3 and about 110 meV, and a $1/r^2$ law gives 1.15 and about 100 meV. The value of 87 meV therefore describes one static geometric matrix element for the chosen parameters. It is neither a measured splitting nor a predicted change in band gap. Since second-neighbour, spin-orbit and thermal couplings, and those between different atoms through s orbitals, are comparable or larger in these rough estimates, a prediction for a memory material must include them together. The numerical output lists the model's inputs and main results.

## Calculated quantities

```
Direct Gaussian test (atomic units)
contact length: 5.6692 bohr
sigma integral: 0.415944 hartree
pi integral: -0.126453 hartree
slope by finite difference: 0.0956744 hartree/bohr
slope from formula: 0.0956746 hartree/bohr
Rough Ge-Sb-Te example
contact length: 0.30 nm
V_sigma: 2.00 eV
V_pi: -0.50 eV
V_sigma - V_pi: 2.50 eV
tilt: 2.00 degrees
tilt in radians: 0.034907 rad
transverse shift at fixed length: 0.01047 nm
linear coupling: 87.266 meV
full coupling: 87.196 meV
relative error of linear law: 0.0813 percent
change of H_xx: -3.045 meV
change of H_yy: 3.045 meV
at 1 degrees, linear and full coupling: 43.63, 43.62 meV
at 4 degrees, linear and full coupling: 174.53, 173.97 meV
at 8 degrees, linear and full coupling: 349.07, 344.55 meV
T-junction, equal atoms
top p_x level before tilt: 3.47695 eV
top p_y level before tilt: 3.48876 eV
gap before tilt: 11.81 meV
level coupling |W|: 23.30 meV
two-level separation: 48.06 meV
diagonalized separation: 48.21 meV
p_x weight of upper level: 0.370
T-junction, unlike atoms
top p_x level before tilt: 3.61789 eV
top p_y level before tilt: 3.62925 eV
gap before tilt: 11.35 meV
level coupling |W|: 22.40 meV
two-level separation: 46.22 meV
diagonalized separation: 46.34 meV
p_x weight of upper level: 0.371
Neglected effects, rough inputs
p on-site offset for unlike atoms: 2.0 eV
s-p integral and s-p gap: 1.5, 9.0 eV
on-site coupling through s: 8.49 meV
hopping decay length: 0.05 nm
second-neighbour p_x-p_y coupling: 104.1 meV
atomic spin-orbit splitting: 0.8 eV
spin-orbit p_x-p_y coupling: 266.7 meV
mass, phonon energy, temperature: 120 u, 10 meV, 300 K
rms displacement per direction: 0.0095 nm
rms thermal tilt: 2.58 degrees
rms thermal coupling: 112.5 meV
```
